\section*{Spin-precession length in a ferromagnet: leading estimate and first correction}

\section{A spin that stays in one place}

Take a single electron spin in a uniform exchange field along $z$. Atomic units are used in the algebra, so $\hbar$ and the electron mass equal one. The spin Hamiltonian is
\begin{equation}
H=-\frac{\Delta}{2}\,\sigma_z ,
\end{equation}
where $\Delta>0$ is the full energy separation of the two spin states. The state called up (majority) has energy $-\Delta/2$, and the state called down (minority) has energy $+\Delta/2$.

Let the spin point along $x$ at $t=0$, so that both components equal $1/\sqrt2$. Each component acquires the phase factor $e^{-i(\text{energy})t}$:
\begin{equation}
\psi_\uparrow=\frac{e^{i\Delta t/2}}{\sqrt2},\qquad
\psi_\downarrow=\frac{e^{-i\Delta t/2}}{\sqrt2}.
\end{equation}
In units of $\hbar/2$, the transverse spin components are the real and imaginary parts of
\begin{equation}
s_x+i s_y=2\psi_\uparrow^*\psi_\downarrow=e^{-i\Delta t}.
\label{eq:transverse}
\end{equation}
Thus $s_x=\cos\Delta t$ and $s_y=-\sin\Delta t$. The spin turns about the field and first returns to $x$ after the period $T=2\pi/\Delta$. For $\Delta=1$ eV this is $4.136$ fs.

If the electron also moves at $v=10^6$ m/s, the distance covered in one period is
\begin{equation}
L_0=vT=(10^6\ \text{m/s})(4.136\times10^{-15}\ \text{s})=4.136\ \text{nm}.
\end{equation}
This argument assigns one velocity to both spin components. An electron entering a magnet at fixed energy has two velocities, one for each component. The stationary problem shows what $v$ means and how large the error is.

\section{An electron entering at fixed energy}

Let a nonmagnetic metal fill $x<0$ and a ferromagnet magnetized along $z$ fill $x>0$. The potential is zero in the metal, $-\Delta/2$ for up spin in the ferromagnet and $+\Delta/2$ for down spin. The interface is flat, there are no collisions, and the electron has its free mass. It arrives along the normal with kinetic energy $E=v^2/2$, so its wavevector in the metal is $v$. This $v$ is the velocity at energy $E$ in the unshifted band, which lies midway between the two shifted bands.

The potential does not depend on time, so the energy is the same on both sides:
\begin{equation}
\frac{k_\uparrow^2}{2}-\frac{\Delta}{2}=E,\qquad
\frac{k_\downarrow^2}{2}+\frac{\Delta}{2}=E .
\end{equation}
Multiplying by two and using $2E=v^2$ gives
\begin{equation}
k_\uparrow^2=v^2+\Delta,\qquad k_\downarrow^2=v^2-\Delta .
\label{eq:squares}
\end{equation}

The interface could in principle add a phase of its own. For spin $\sigma$, let $r_\sigma$ and $t_\sigma$ be the reflected and transmitted amplitudes. Continuity of the wave and of its slope at $x=0$ requires
\begin{equation}
1+r_\sigma=t_\sigma,\qquad v(1-r_\sigma)=k_\sigma t_\sigma .
\end{equation}
Inserting $r_\sigma=t_\sigma-1$ into the second condition gives $2v=(v+k_\sigma)t_\sigma$, hence
\begin{equation}
t_\sigma=\frac{2v}{v+k_\sigma},\qquad
r_\sigma=\frac{v-k_\sigma}{v+k_\sigma}.
\end{equation}
Both $t_\sigma$ are real and positive, so the relative phase starts at zero. The reflected fractions $r_\sigma^2$ are $0.16\,\%$ for up and $0.23\,\%$ for down in the example. The transmitted amplitudes, $0.96$ for up and $1.05$ for down, differ by about $9\,\%$. I neglect this difference below. It rescales $s_x$ and $s_y$ by a common factor and leaves the turning angle unchanged, but it also gives the spin density a $z$ component of about $-0.09$ per electron, in units of $\hbar/2$. The spin carried by the flux has almost no such component, because the transmitted flux is nearly the same for both spins.

Inside the magnet the components vary as $e^{ik_\uparrow x}$ and $e^{ik_\downarrow x}$. The product in \eqref{eq:transverse} becomes
\begin{equation}
s_x+is_y=e^{-i\varphi},\qquad \varphi=(k_\uparrow-k_\downarrow)x .
\end{equation}
A full turn means $\varphi=2\pi$, so
\begin{equation}
L=\frac{2\pi}{k_\uparrow-k_\downarrow}.
\label{eq:length}
\end{equation}
The transverse spin is reversed at half this depth.

\section{The expansion and its first correction}

The small parameter is
\begin{equation}
\eta=\frac{\Delta}{v^2}=\frac{\Delta}{2E}.
\end{equation}
Equation \eqref{eq:squares} then reads $k_{\uparrow,\downarrow}=v\sqrt{1\pm\eta}$. The binomial series is
\begin{equation}
\sqrt{1\pm\eta}=1\pm\frac{\eta}{2}-\frac{\eta^2}{8}\pm\frac{\eta^3}{16}+O(\eta^4).
\end{equation}
On subtraction the even powers cancel, because exchanging the two spins changes the sign of both $\eta$ and the difference. The odd powers double:
\begin{equation}
k_\uparrow-k_\downarrow=v\eta\left(1+\frac{\eta^2}{8}+O(\eta^4)\right).
\end{equation}
Since $v\eta=\Delta/v$ and $1/(1+\eta^2/8)=1-\eta^2/8+O(\eta^4)$,
\begin{equation}
L=\frac{2\pi v}{\Delta}\left(1-\frac{\eta^2}{8}+O(\eta^4)\right).
\label{eq:corrected}
\end{equation}
In ordinary units the leading term is $L_0=hv/\Delta$.

The correction has a simple meaning. Subtracting the two equations in \eqref{eq:squares} and factorizing gives
\begin{equation}
(k_\uparrow-k_\downarrow)(k_\uparrow+k_\downarrow)=2\Delta .
\end{equation}
With unit mass, $k_\sigma$ is also the velocity of spin $\sigma$. Writing $\bar v=(k_\uparrow+k_\downarrow)/2$, we find $k_\uparrow-k_\downarrow=\Delta/\bar v$ and therefore $L=2\pi\bar v/\Delta$, with no expansion. The moving-clock argument is correct for parabolic bands of equal mass if its velocity is the mean of the two spin velocities. That mean is slightly smaller than $v$, which is why the correction is negative.

\subsection*{Numbers at normal incidence}

The kinetic energy is $E=2.843$ eV, so
\begin{equation}
\eta=\frac{1}{2\times2.843}=0.176,\qquad \frac{\eta^2}{8}=0.0039 .
\end{equation}
The estimate of $4.136$ nm should be reduced by $0.39\,\%$, to $4.120$ nm. The unexpanded wavevectors agree:
\begin{equation}
L=\frac{2\pi}{(9.367-7.842)\ \text{nm}^{-1}}
=\frac{2\pi}{1.5252\ \text{nm}^{-1}}=4.120\ \text{nm},
\end{equation}
where the last denominator keeps the digits lost in rounding the two wavevectors. A separate numerical solution of the Schr\"odinger equation, for a ferromagnetic slab between two nonmagnetic leads with the potentials given above, has its full turn at a thickness of $4.119$ nm on a grid of step $0.1$ bohr. The last digit is a grid effect: exact matching at the two interfaces of the continuum slab gives $4.120$ nm. To the accuracy that the input deserves, the length is about 4 nm, or 40 angstrom.

\subsection*{Other band shapes}

Suppose both spins have the same smooth dispersion, shifted rigidly by $\mp\Delta/2$. Let $k(E)$ be the wavevector of the unshifted band. Then $k_{\uparrow,\downarrow}=k(E\pm\Delta/2)$, and a Taylor expansion gives
\begin{equation}
k_\uparrow-k_\downarrow=\Delta\,k'(E)+\frac{\Delta^3}{24}k'''(E)+O(\Delta^5).
\end{equation}
Because $k'(E)=1/v$, the leading length is again $2\pi v/\Delta$. The band shape enters through the correction. For example, take the band $2b(1-\cos ka)$ with $a=0.25$ nm and $ka=\pi/3$ at the middle energy, and choose $b$ to give the same $v$. At the same $\Delta$ the length is $4.084$ nm, about $1.2\,\%$ below the estimate.

\section{A second limit: oblique incidence}

Let the electron arrive at angle $\theta$ to the normal with the same energy. A flat interface conserves the parallel wavevector $v\sin\theta$. Subtracting its square from \eqref{eq:squares} leaves the normal components
\begin{equation}
k_{\uparrow x}^2=v^2\cos^2\theta+\Delta,\qquad
k_{\downarrow x}^2=v^2\cos^2\theta-\Delta .
\end{equation}
This is the normal-incidence problem with $v$ replaced by $v\cos\theta$, and hence $\eta$ by $\eta/\cos^2\theta$. The depth for one turn is
\begin{equation}
L_x=\frac{2\pi v\cos\theta}{\Delta}
\left(1-\frac{\eta^2}{8\cos^4\theta}+\cdots\right).
\end{equation}
To leading order the path length $L_x/\cos\theta$ is unchanged, while the depth shrinks.

At $45^\circ$ the leading depth is $2.924$ nm. The correction is $4\times0.39\,\%=1.6\,\%$, which gives $2.88$ nm; the unexpanded wavevectors and the slab calculation both give $2.877$ nm. At $60^\circ$ the leading depth is $2.068$ nm, and a correction of $6.2\,\%$ reduces it to $1.94$ nm. The unexpanded result is $1.912$ nm, so higher terms now matter.

The expansion fails when $\eta/\cos^2\theta$ approaches one. At $\cos^2\theta=\eta$, or $\theta=65.2^\circ$, the minority normal wavevector vanishes while $k_{\uparrow x}=\sqrt{2\Delta}$. The true depth is then $2\pi/\sqrt{2\Delta}$, whereas the leading formula gives $2\pi/\sqrt{\Delta}$, too large by a factor $\sqrt2$. At larger angles the minority wave decays with depth, and the transverse spin decays with it instead of precessing at constant size.

\section{Many directions at once}

Electrons arriving uniformly over a hemisphere carry flux in proportion to $\cos\theta\sin\theta\,d\theta$. With $\mu=\cos\theta$, the normalized weight is $2\mu\,d\mu$. Using the leading phase and ignoring differences in interface transmission, the mean transverse spin at depth $x$ is
\begin{equation}
A=\int_0^1 2\mu\,e^{-i\phi/\mu}\,d\mu
=2\int_1^\infty\frac{e^{-i\phi u}}{u^3}\,du,\qquad
\phi=\frac{\Delta x}{v},
\end{equation}
where $u=1/\mu$ and $d\mu=-du/u^2$. One integration by parts gives
\begin{equation}
\int_1^\infty\frac{e^{-i\phi u}}{u^3}\,du
=\frac{e^{-i\phi}}{i\phi}-\frac{3}{i\phi}\int_1^\infty\frac{e^{-i\phi u}}{u^4}\,du .
\end{equation}
The last integral is $e^{-i\phi}/(i\phi)$ to leading order, by the same step. Since $-3/(i\phi)=3i/\phi$,
\begin{equation}
A=\frac{2e^{-i\phi}}{i\phi}\left[1+\frac{3i}{\phi}+O(\phi^{-2})\right].
\end{equation}
For large $\phi$ the mean spin falls as $2/\phi$, a power law produced by phase mixing without any collision. The factor 2 belongs to the leading phase; with the unexpanded wavevectors the power is the same, but the size is about $2\,\%$ smaller in this example. The first correction is imaginary relative to the leading term, so at order $1/\phi$ it shifts the direction of the mean spin and not its size.

At $x=L_0$, where $\phi=2\pi$, the leading size is $2/(2\pi)=0.32$. The full integral gives $0.279$, and using the unexpanded wavevectors gives $0.274$. A fraction $\int_0^{\sqrt\eta}2\mu\,d\mu=\eta=0.176$ of the flux arrives beyond the critical angle, where the leading phase does not apply and the minority wave is totally reflected. These directions contribute little at this depth, and including the interface transmissions in the spin flux gives $0.275$. At half that depth the integral gives $0.457$ against a leading value of $2/\pi=0.64$; there $\phi$ is too small for the large-$\phi$ form to be accurate.

\section{Reading the result for a memory layer}

Consider a layer $1.5$ nm thick at normal incidence. The turning angle is
\begin{equation}
\varphi=1.5252\times1.5=2.288\ \text{rad}=131.1^\circ .
\end{equation}
The slab calculation, which includes both interfaces, agrees to about $0.2^\circ$. Most of this difference comes from multiple reflection between the two interfaces. An electron enters with spin $\hbar/2$ along $x$ and leaves with $(\hbar/2)\cos\varphi$. With reflection neglected, conservation of angular momentum in the exchange interaction leaves
\begin{equation}
\frac{\hbar}{2}(1-\cos\varphi)=0.829\,\hbar
\end{equation}
along $x$ in the magnetization. The electron also leaves with $-(\hbar/2)\sin\varphi$ along $y$, so the magnetization receives $(\hbar/2)\sin\varphi=0.377\,\hbar$ along $y$ as well, and the whole transfer has size $\hbar\sin(\varphi/2)=0.91\,\hbar$. This transfer is the origin of the torque. For this single direction its largest value along $x$ is $\hbar$, reached at a half turn, so a large torque does not require a layer as thick as $L$. When electrons arrive from many directions, their turning angles differ and the mean transfer stays below $\hbar$. In a thick layer, with reflection neglected, it tends to $\hbar/2$ per electron, because the mean transverse spin vanishes. Reflected electrons carry some transverse spin back out; in this example that changes the limit to $0.499\,\hbar$ along $x$ and adds a component of size $0.02\,\hbar$ along $y$.

The values $\Delta=1$ eV and $v=10^6$ m/s are round inputs, not fitted to a particular material. Real transition-metal bands are not rigidly shifted free-electron bands, and their $d$ states are slower. Halving $v$ and doubling $\Delta$ reduces the leading length $2\pi v/\Delta$ fourfold, to $1.03$ nm. This can be a turning length only in a band where both spins still propagate. With the free mass, $\eta=\Delta/v^2$ grows eightfold, to $1.41$. This exceeds one, so the minority wave decays and the spin does not precess at constant size. The output line for this case gives the leading formula only. Collisions also reduce the transverse spin. If the unscattered flux of spin $\sigma$ falls as $e^{-x/\lambda_\sigma}$, its amplitude falls as $e^{-x/2\lambda_\sigma}$, and the transverse spin carried by the unscattered wave is multiplied by
\begin{equation}
\exp\left[-\frac{x}{2}\left(\frac1{\lambda_\uparrow}+\frac1{\lambda_\downarrow}\right)\right].
\end{equation}
For rough mean free paths $\lambda_\uparrow=5$ nm and $\lambda_\downarrow=1$ nm, the exponent at $x=L_0$ is $-2.068\times1.2=-2.48$, and a fraction $0.084$ remains in the unscattered wave. Any transverse spin still carried by scattered electrons is not counted.

Three further effects are small for these parameters. Raising $E$ by one thermal energy at $358$ K, $0.031$ eV, lengthens $L$ by $0.55\,\%$. A spin-orbit coupling of $0.05$ eV (a rough value), modelled as a field perpendicular to the exchange field, increases the splitting by $0.12\,\%$ and tilts the precession axis by $2.9^\circ$. A magnetic field of 1 T adds a Zeeman splitting of about $10^{-4}$ eV.

The figure of 4 nm is therefore the ballistic turning length for one velocity and one direction. It is not the decay length of transverse spin in a real film, which also depends on the spread of directions, the bands and the collisions. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Exchange splitting: 1.00 eV
Middle velocity: 1.00e+06 m/s
Kinetic energy at middle velocity: 2.843 eV
Majority wavevector: 9.367 1/nm
Minority wavevector: 7.842 1/nm
Wavevector difference: 1.5252 1/nm
Precession period: 4.136 fs
Full precession length, estimate: 4.136 nm
Same length, converted: 41.4 angstrom
Half-turn length, estimate: 2.068 nm
Full length, exact wavevectors: 4.120 nm
Full length, grid slab: 4.119 nm
Estimate exceeds exact length by: 0.39 % of estimate
Series value of this correction: 0.39 %
Full length, cosine band: 4.084 nm
Cosine band lattice spacing: 0.25 nm
Depth per turn at 45 deg, estimate: 2.924 nm
Depth per turn at 45 deg, exact wavevectors: 2.877 nm
Depth per turn at 60 deg, estimate: 2.068 nm
Depth per turn at 60 deg, exact wavevectors: 1.912 nm
Depth per turn at 45 deg, grid slab: 2.877 nm
Minority wave evanescent beyond: 65.2 deg
Layer thickness: 1.50 nm
Spin turn in layer, exact wavevectors: 131.1 deg
Spin turn in layer, grid slab: 131.3 deg
Spin along x left in layer per electron: 0.829 hbar
Angular mean, half length, linear phase: 0.457 (no unit)
Angular mean, half length, exact k: 0.450 (no unit)
Angular mean, full length, linear phase: 0.279 (no unit)
Angular mean, full length, exact k: 0.274 (no unit)
Majority mean free path, rough input: 5.0 nm
Minority mean free path, rough input: 1.0 nm
Coherent transverse spin left at full length: 0.084 (no unit)
Same from complex wavevectors: 0.084 (no unit)
Length with half velocity, double splitting: 1.034 nm
Interface reflection, majority: 0.16 %
Interface reflection, minority: 0.23 %
Temperature of use: 358 K
Thermal energy: 0.0309 eV
Length change for one thermal energy: 0.55 %
Spin-orbit coupling, rough input: 0.050 eV
Splitting change from spin-orbit coupling: 0.125 %
Tilt of precession axis: 2.86 deg
Zeeman splitting in 1 T: 1.16e-04 eV
\end{verbatim}
